**Required constant in the Landau tuning formula, from weak to strong field**

The program examines the form \(r=[1+k\,b\chi^3E^2]^{-1/3}\), where \(r=(dP/dE)/\chi\) is the tuned susceptibility ratio, \(\chi\) the zero-field susceptibility, \(b\) the quartic coefficient in \(F=P^2/(2\chi)+bP^4/4-EP\), \(P\) the polarization and \(E\) the field. It finds \(P\) by bisection on the numerical derivative of \(F\) and obtains \(r\) from a central difference, without using the derived formula for \(r\). It asserts that the required \(k\) tends to 9 at weak field and to 27 at strong field, with the derived leading corrections. At seven fields it also asserts the closed form for \(k\), its rise with field, and that the true \(r\) lies between the predictions with \(k=27\) and \(k=9\). Further assertions cover the field where \(k=18\), the half-tuning point, the worst error of \(k=27\), the limits 36 and 108 for an energy term \(bP^4\), and the effect of a linear background. The output shows \(k=9.00000009\) at \(b\chi^3E^2=10^{-8}\), \(k=26.9973\) at \(10^{12}\), and \(k=11.8125\) at half tuning. With a background of 1% of \(\chi\), the largest required \(k\) is 16.1, and it falls towards zero at extreme field.

## Check in Python

```python
"""
Result under test: for the Landau energy density
    F(P) = P^2/(2 chi) + b P^4/4 - E P,   chi > 0, b > 0,
the tuned susceptibility ratio r = (dP/dE)/chi, forced into the form
    r = [1 + k x]^(-1/3),   x = b chi^3 E^2,
needs k -> 9 at weak field and k -> 27 at strong field.
P: polarization (C/m^2), E: field (V/m), chi: zero-field absolute
susceptibility (F/m), b: quartic coefficient (V m^5 C^-3),
y = b chi P^2, eps_bg: linear background permittivity (F/m).
The reference side finds P from F itself and differentiates P(E) numerically.
"""
import numpy as np
from mpmath import mp, mpf
from scipy.constants import epsilon_0
from scipy.optimize import brentq, minimize_scalar

mp.dps = 40
eps0 = mpf(epsilon_0)
chi = 1000 * eps0
b = mpf(8) * 10**9
eps_bg = 10 * eps0
E_unit = 1 / mp.sqrt(b * chi**3)      # field at which x = 1
P_unit = chi * E_unit


def polarization(E, quartic=b / 4):
    """Stationary point of F by bisection on its numerical derivative."""
    def energy(P):
        return P**2 / (2 * chi) + quartic * P**4 - E * P
    low, high = mpf(0), chi * E * mpf("1.01")
    for _ in range(130):
        middle = (low + high) / 2
        if mp.diff(energy, middle) > 0:
            high = middle
        else:
            low = middle
    return (low + high) / 2


def ratio(x, quartic=b / 4):
    """(dP/dE)/chi by a central difference of the equilibrium P(E)."""
    E = E_unit * mp.sqrt(x)
    step = E * mpf(10)**(-10)
    rise = polarization(E + step, quartic) - polarization(E - step, quartic)
    return rise / (2 * step * chi)


def required_k(x, r):
    return (r**(-3) - 1) / x


def trial(k, x):
    return (1 + k * x)**(-mpf(1) / 3)


def total_ratio(x):
    """Permittivity ratio when the linear background is included."""
    return (eps_bg + chi * ratio(x)) / (eps_bg + chi)


def power(u):
    return mpf(10)**mpf(float(u))


# The stationary point is the global minimum of F (grid search at x = 1).
grid = np.linspace(-3, 3, 60001) * float(P_unit)
F_grid = (grid**2 / (2 * float(chi)) + float(b) * grid**4 / 4
          - float(E_unit) * grid)
P_at_one = float(polarization(E_unit))
assert abs(grid[np.argmin(F_grid)] - P_at_one) < 2 * (grid[1] - grid[0])

# Weak and strong limits, with the leading approach to each.
x_weak, x_strong = mpf(10)**(-8), mpf(10)**12
r_weak, r_strong = ratio(x_weak), ratio(x_strong)
k_weak = required_k(x_weak, r_weak)
k_strong = required_k(x_strong, r_strong)
assert abs(k_weak - 9) < 1e-6
assert abs(k_strong - 27) < 0.01      # remaining gap is of order x^(-1/3)
slope_weak = (k_weak - 9) / x_weak
slope_strong = (27 - k_strong) * mp.cbrt(x_strong)
assert abs(slope_weak - 9) < 1e-5
assert abs(slope_strong - 27) < 0.01

# Closed forms at all fields, monotonic k, and ordering of fixed-k formulas.
rows = []
for x in [mpf(1) / 100, mpf(1) / 10, mpf(1), mpf(10), mpf(100),
          mpf(10)**4, mpf(10)**6]:
    E = E_unit * mp.sqrt(x)
    P = polarization(E)
    r = ratio(x)
    k = required_k(x, r)
    y = b * chi * P**2
    assert abs(y * (1 + y)**2 / x - 1) < 1e-15
    assert abs(r * (1 + 3 * y) - 1) < 1e-15
    assert abs(k - 9 * (1 + 3 * y + 3 * y**2) / (1 + y)**2) < 1e-12
    assert trial(27, x) < r < trial(9, x)
    rows.append((x, E, P, r, k, trial(9, x), trial(27, x)))
k_values = [row[4] for row in rows]
over_9 = [row[5] / row[3] for row in rows]
assert all(p < q for p, q in zip(k_values, k_values[1:]))
assert 9 < k_values[0] and k_values[-1] < 27
assert all(p < q for p, q in zip(over_9, over_9[1:]))
limit_over_9 = trial(9, x_strong) / r_strong
assert abs(limit_over_9 - mp.cbrt(3)) < 1e-3

# Field where k is halfway between its limits.
x_mid = power(brentq(lambda u: float(required_k(power(u), ratio(power(u))) - 18),
                     0, 2, xtol=1e-12))
golden = (1 + mp.sqrt(5)) / 2
assert abs(x_mid / golden**5 - 1) < 1e-9
r_mid = ratio(x_mid)

# Half tuning and the error made when b is extracted with a fixed k.
x_half = power(brentq(lambda u: float(ratio(power(u)) - mpf(1) / 2),
                      -2, 1, xtol=1e-12))
E_half = E_unit * mp.sqrt(x_half)
k_half = required_k(x_half, ratio(x_half))
assert abs(x_half - mpf(16) / 27) < 1e-9
assert abs(k_half - mpf(189) / 16) < 1e-7
b_from_9 = 7 / (9 * chi**3 * E_half**2)
b_from_27 = 7 / (27 * chi**3 * E_half**2)
assert abs(b_from_9 / b - mpf(21) / 16) < 1e-8
assert abs(b_from_27 / b - mpf(7) / 16) < 1e-8

# Worst underestimate made by k = 27.
worst = minimize_scalar(lambda u: float(trial(27, power(u)) / ratio(power(u))),
                        bounds=(-3, 2), method="bounded",
                        options={"xatol": 1e-7})
x_worst = power(worst.x)
r_worst = ratio(x_worst)
assert abs(worst.fun - mp.sqrt(3) / mp.cbrt(3 * (2 + mp.sqrt(3)))) < 1e-9
assert abs(r_worst - 1 / mp.sqrt(3)) < 1e-4

# Other convention: quartic energy b P^4 in place of b P^4/4.
k_weak_other = required_k(x_weak, ratio(x_weak, b))
k_strong_other = required_k(x_strong, ratio(x_strong, b))
assert abs(k_weak_other - 36) < 1e-5
assert abs(k_strong_other - 108) < 0.05   # same slow x^(-1/3) approach

# Linear background: changed weak limit, a maximum of k, loss of strong law.
k_bg_weak = required_k(x_weak, total_ratio(x_weak))
assert abs(k_bg_weak - 9 * chi / (chi + eps_bg)) < 1e-5
peak = minimize_scalar(
    lambda u: -float(required_k(power(u), total_ratio(power(u)))),
    bounds=(-2, 7), method="bounded", options={"xatol": 1e-5})
k_bg_peak = -peak.fun
x_bg_peak = power(peak.x)
for u in range(-2, 8):
    assert required_k(power(u), total_ratio(power(u))) <= k_bg_peak + 1e-8
assert k_bg_weak < k_bg_peak < 27
k_bg_strong = required_k(x_strong, total_ratio(x_strong))
assert k_bg_strong < 1e-4


def show(label, value, unit="", digits=6):
    print(f"{label}: {mp.nstr(mpf(value), digits)} {unit}".rstrip())


MV = mpf(10)**6
show("chi/eps0", chi / eps0)
show("chi", chi, "F/m")
show("b", b, "V m^5 C^-3")
show("field E0 where x = 1", E_unit / MV, "MV/m")
show("polarization chi*E0", P_unit, "C/m^2")
print("x | E (MV/m) | P (C/m^2) | r | required k | r(k=9) | r(k=27)")
for x, E, P, r, k, r9, r27 in rows:
    print(f"{float(x):g} | {float(E / MV):.5g} | {float(P):.5g} | "
          f"{float(r):.5f} | {float(k):.4f} | {float(r9):.5f} | "
          f"{float(r27):.5f}")
show("required k at x = 1e-8", k_weak, digits=10)
show("required k at x = 1e12", k_strong, digits=8)
show("(k-9)/x at x = 1e-8", slope_weak, digits=8)
show("(27-k)*x^(1/3) at x = 1e12", slope_strong, digits=7)
show("r(k=9)/r at x = 1e12", limit_over_9)
show("x where k = 18", x_mid)
show("field where k = 18", E_unit * mp.sqrt(x_mid) / MV, "MV/m")
show("r where k = 18", r_mid)
show("x at half tuning", x_half)
show("field at half tuning", E_half / MV, "MV/m")
show("required k at half tuning", k_half)
show("b extracted with k = 9", b_from_9, "V m^5 C^-3")
show("b extracted with k = 27", b_from_27, "V m^5 C^-3")
show("b extracted / true b, k = 9", b_from_9 / b)
show("b extracted / true b, k = 27", b_from_27 / b)
show("smallest r(k=27)/r", worst.fun)
show("x at that worst point", x_worst, digits=4)
show("field at that worst point", E_unit * mp.sqrt(x_worst) / MV, "MV/m", 4)
show("r at that worst point", r_worst, digits=4)
show("energy b P^4: k at x = 1e-8", k_weak_other, digits=8)
show("energy b P^4: k at x = 1e12", k_strong_other, digits=7)
show("background eps_bg/eps0", eps_bg / eps0)
show("with background: k at x = 1e-8", k_bg_weak)
show("with background: largest k", k_bg_peak)
show("with background: x at largest k", x_bg_peak, digits=3)
show("with background: field at largest k",
     E_unit * mp.sqrt(x_bg_peak) / MV, "MV/m", 3)
show("with background: k at x = 1e12", k_bg_strong, digits=3)
print("no test failed")
```

Running it gives:

```
chi/eps0: 1000.0
chi: 8.85419e-9 F/m
b: 8.0e+9 V m^5 C^-3
field E0 where x = 1: 13.4194 MV/m
polarization chi*E0: 0.118818 C/m^2
x | E (MV/m) | P (C/m^2) | r | required k | r(k=9) | r(k=27)
0.01 | 1.3419 | 0.011766 | 0.97142 | 9.0883 | 0.97168 | 0.92342
0.1 | 4.2436 | 0.034631 | 0.79690 | 9.7599 | 0.80739 | 0.64655
1 | 13.419 | 0.081073 | 0.41724 | 12.7673 | 0.46416 | 0.32932
10 | 42.436 | 0.14766 | 0.17751 | 17.7790 | 0.22232 | 0.15453
100 | 134.19 | 0.23764 | 0.07692 | 21.9600 | 0.10354 | 0.07181
10000 | 1341.9 | 0.54297 | 0.01571 | 25.7850 | 0.02231 | 0.01547
1e+06 | 13419 | 1.1842 | 0.00334 | 26.7318 | 0.00481 | 0.00333
required k at x = 1e-8: 9.00000009
required k at x = 1e12: 26.9973
(k-9)/x at x = 1e-8: 8.9999998
(27-k)*x^(1/3) at x = 1e12: 26.9982
r(k=9)/r at x = 1e12: 1.4422
x where k = 18: 11.0902
field where k = 18: 44.689 MV/m
r where k = 18: 0.17082
x at half tuning: 0.592593
field at half tuning: 10.3302 MV/m
required k at half tuning: 11.8125
b extracted with k = 9: 1.05e+10 V m^5 C^-3
b extracted with k = 27: 3.5e+9 V m^5 C^-3
b extracted / true b, k = 9: 1.3125
b extracted / true b, k = 27: 0.4375
smallest r(k=27)/r: 0.774232
x at that worst point: 0.3776
field at that worst point: 8.246 MV/m
r at that worst point: 0.5774
energy b P^4: k at x = 1e-8: 36.000001
energy b P^4: k at x = 1e12: 107.9932
background eps_bg/eps0: 10.0
with background: k at x = 1e-8: 8.91089
with background: largest k: 16.1496
with background: x at largest k: 34.8
with background: field at largest k: 79.2 MV/m
with background: k at x = 1e12: 1.02e-6
no test failed
```
